\section*{Frozen-planet states: the radial well and the alignment of two electrons}

\section{The force along the axis}

\textbf{Q.} In a frozen-planet state both excited electrons sit on the same side of the nucleus, and the outer one hardly moves. I would expect their repulsion to drive them to opposite sides. What holds the outer electron there?

\textbf{A.} Two different mechanisms do, one for its distance and one for its direction. I begin with the distance.

Take a fixed nucleus of charge $Z>1$ and nonrelativistic electrons, in atomic units. The inner electron belongs to the hydrogenic level $N$, with $E_N=-Z^2/(2N^2)$. Hold the outer electron at distance $R$ on the positive $z$ axis. The energy of the pair, without the outer electron's kinetic energy, is
\begin{equation}
U(R)=E_{\rm in}(R)-\frac{Z}{R},
\end{equation}
where $E_{\rm in}$ is the inner electron's energy in the field of the nucleus and of the fixed electron. Far out, the repulsion expands as
\begin{equation}
\frac{1}{|\mathbf R-\mathbf r|}=\frac1R+\frac{z}{R^2}+\dots
\end{equation}
The second term is a uniform-field perturbation, and it splits the level into Stark states. The highest one has its charge stretched towards the outer electron, since that costs the most repulsion. The linear Stark effect gives it $\langle z\rangle=d=3N(N-1)/(2Z)$, so that
\begin{equation}
U(R)-E_N\simeq-\frac{Z-1}{R}+\frac{d}{R^2}.
\label{eq:dip}
\end{equation}
The screened nucleus attracts at large $R$, and the dipole repels closer in. Between them lies a minimum. In the lowest Stark state $d$ changes sign, both terms attract, and there is no minimum. The full two-centre energy for $Z=2$, $N=6$ confirms this in a test from $R=1.5N^2$ to $8N^2$.

\textbf{Q.} Is the dipole term accurate where the minimum lies?

\textbf{A.} No. For $Z=2$, Eq.~(\ref{eq:dip}) puts the minimum at $2d=1.5N(N-1)$, while the inner orbit reaches out to about $N^2$. Higher multipoles are needed there, and the two-centre equation includes them all.

For fixed $R$ the inner problem separates. Let $r_1$ and $r_2$ be the inner electron's distances from the nucleus and from the outer electron, with $r_{1,2}=R(\xi\pm\eta)/2$. For axial symmetry,
\begin{equation}
\nabla^2=\frac{4}{R^2(\xi^2-\eta^2)}\left[\partial_\xi(\xi^2-1)\partial_\xi+\partial_\eta(1-\eta^2)\partial_\eta\right].
\end{equation}
Multiply $\frac12\nabla^2\psi+(E_{\rm in}+Z/r_1-1/r_2)\psi=0$ by $R^2(\xi^2-\eta^2)/2$. The Coulomb terms become $R[(Z-1)\xi-(Z+1)\eta]$. With $\psi=X(\xi)Y(\eta)$, $p^2=-R^2E_{\rm in}/2$ and a separation constant $\lambda$,
\begin{align}
[(\xi^2-1)X']'+[-p^2\xi^2+(Z-1)R\xi+\lambda]X&=0,\\
[(1-\eta^2)Y']'+[p^2\eta^2-(Z+1)R\eta-\lambda]Y&=0.
\end{align}
The stretched state has no node in $\xi$ and $N-1$ nodes in $\eta$, the coordinate that runs from the nucleus to the outer electron. These equations give the quantum curve $U(R)$.

\section{A closed form at large $N$}

\textbf{Q.} Can I see where the minimum comes from without solving those equations numerically?

\textbf{A.} Yes, at large $N$ and to first order in the repulsion. The inner electron then follows a Kepler ellipse of semi-major axis $a$. From $-Z/(2a)=E_N$ we get $a=N^2/Z$. The stretched state corresponds to an ellipse collapsed to a needle on the axis,
\begin{equation}
x=a(1-\cos u),\qquad \text{fraction of time}=(1-\cos u)\frac{du}{2\pi}.
\end{equation}
Set $D=R-x=(R-a)+a\cos u$, and let $\langle\cdot\rangle_u$ be the uniform average over $u$. Since $1-\cos u=(R-D)/a$, the time average of the repulsion is
\begin{equation}
W=\left\langle\frac{1-\cos u}{D}\right\rangle_u=\frac1a\left(R\left\langle\frac1D\right\rangle_u-1\right).
\end{equation}
The standard integral is $\langle1/D\rangle_u=[(R-a)^2-a^2]^{-1/2}=R^{-1}q^{-1/2}$, with $q=1-2a/R$. Hence, for $R>2a$,
\begin{equation}
W=\frac{q^{-1/2}-1}{a},\qquad F=-\frac{dW}{dR}=\frac{q^{-3/2}}{R^2}.
\label{eq:W}
\end{equation}
At large $R$, $W\to1/R+3a/(2R^2)$, which is the dipole result at large $N$.

The force balance $F=Z/R^2$ gives $q=Z^{-2/3}$, so
\begin{equation}
R_0=\frac{2a}{1-Z^{-2/3}}.
\end{equation}
For the depth write $t=Z^{1/3}$. At $R_0$, $W=(t-1)/a$ and $Z/R_0=Z(1-q)/(2a)=(t^3-t)/(2a)$, hence
\begin{equation}
\frac{Z}{R_0}-W=\frac{t^3-3t+2}{2a}=\frac{(t-1)^2(t+2)}{2a}.
\end{equation}
For the curvature, differentiate $F$ using $q'=2a/R^2$:
\begin{equation}
F'=-\frac{2F}{R}-\frac{3aF}{R^2q}.
\label{eq:Fp}
\end{equation}
In $U''=-2Z/R^3-F'$ the first terms cancel at $R_0$, where $F=Z/R_0^2$. With $aZ=N^2$ and unit electron mass,
\begin{equation}
\omega_r^2=U''(R_0)=\frac{3aZ}{R_0^4q}=\frac{3N^2Z^{2/3}}{R_0^4}.
\end{equation}
Distances scale as $N^2$, energies as $N^{-2}$ and frequencies as $N^{-3}$. For $Z=2$, $\omega_r=0.299/N^3$, while the inner electron circulates at $dE_N/dN=4/N^3$. That ratio of about 0.07 justifies averaging over the inner orbit.

\textbf{Q.} Would the same well exist for a second electron on hydrogen?

\textbf{A.} Not in this averaged model. As $Z\to1$, $R_0$ goes to infinity and the depth goes to zero. At $Z=1$, $U'=(1-q^{-3/2})/R^2<0$ for every $R>2a$, so the force is outward throughout. A neutral core leaves no long-range attraction to oppose the dipole. In the other limit, large $Z$, $R_0$ approaches $2a$: the outer electron sits close to the tip of the needle, and a first-order average becomes unreliable.

\section{Why the electrons stay on the same side}

\textbf{Q.} So the Stark cloud makes a pocket on its own side, and the outer electron sits in it?

\textbf{A.} Only as far as the radial direction is concerned. A rigid cloud would push the outer electron off the axis. Turn the needle by a small angle $\phi$ away from the outer electron's direction. The squared separation becomes $D^2+Rx\phi^2$, so the repulsion changes by $-Rx\phi^2/(2D^3)$. Let an overbar denote the time average. Then $\overline{D^{-2}}=F$ and $\overline{D^{-3}}=-F'/2$. With $x=R-D$ and Eq.~(\ref{eq:Fp}),
\begin{equation}
\overline{xD^{-3}}=-\frac{RF'}{2}-F=\frac{3aF}{2Rq},
\qquad
\delta W_\phi=-\frac{3aF}{4q}\,\phi^2.
\label{eq:phi}
\end{equation}
Alignment is a maximum of the energy with respect to angle. For a cloud of fixed orientation, that is an unstable direction.

\textbf{Q.} Then why does the outer electron not slide away?

\textbf{A.} Because the inner ellipse is not rigid. The torque gives it angular momentum $l$, and this also lowers the energy. On its own, an oscillator whose two quadratic terms are both negative swings about its equilibrium just as one with both positive does. It sits at an energy maximum, however, so coupling to another motion can make it unstable; I return to this below.

To find the $l$ term, set $\lambda=l/N$ (no longer the separation constant). The eccentricity is $e=\sqrt{1-\lambda^2}\simeq1-\lambda^2/2$, and
\begin{equation}
x=a(e-\cos u),\quad y=a\lambda\sin u,\quad \text{time weight }1-e\cos u .
\end{equation}
Write $c=\cos u$, $s=\sin u$. To order $\lambda^2$ the average repulsion changes for three reasons: the shift $\delta x=-a\lambda^2/2$, the change $\lambda^2c/2$ of the weight, and the width $y$, which changes $1/D$ by $-y^2/(2D^3)$. Thus
\begin{equation}
\frac{\delta W_l}{\lambda^2}=-\frac a2F+\frac12\left\langle\frac cD\right\rangle_u-\frac{a^2}{2}\left\langle\frac{s^2(1-c)}{D^3}\right\rangle_u .
\end{equation}
Integrate the last two terms by parts. From $dD/du=-as$ follow $(1/D)'=as/D^2$ and $(1/D^2)'=2as/D^3$. With $c=s'$ and $[s(1-c)]'=(1-c)(1+2c)$,
\begin{align}
\frac12\left\langle\frac cD\right\rangle_u&=-\frac a2\left\langle\frac{(1-c)(1+c)}{D^2}\right\rangle_u,\\
-\frac{a^2}{2}\left\langle\frac{s^2(1-c)}{D^3}\right\rangle_u&=+\frac a4\left\langle\frac{(1-c)(1+2c)}{D^2}\right\rangle_u .
\end{align}
In the sum the brackets combine to $-2(1+c)+(1+2c)=-1$, leaving $-(a/4)\langle(1-c)/D^2\rangle_u=-aF/4$. Therefore
\begin{equation}
\delta W_l=-\frac{3aF}{4}\frac{l^2}{N^2}=-\frac{3F}{4Z}\,l^2 .
\label{eq:l}
\end{equation}

\textbf{Q.} The outer electron must also rotate if the inner one acquires angular momentum. Does that not cost energy?

\textbf{A.} It does, and this decides the matter. For zero total angular momentum the outer electron carries $-l$ and has rotational energy $+l^2/(2R^2)$. At the radial equilibrium $F=Z/R_0^2$, so
\begin{equation}
-\frac{3}{4R_0^2}+\frac{1}{2R_0^2}=-\frac{1}{4R_0^2}.
\end{equation}
The coefficient stays negative for every $Z>1$ in the averaged model. In scaled units ($N=1$, $Z=2$) the numbers are $-0.1027+0.0685=-0.0342$. The angle and $l$ are conjugate variables with
\begin{equation}
H_b=-\alpha l^2-\beta\phi^2,\quad \alpha=\frac1{4R_0^2},\quad \beta=\frac{3N^2Z^{2/3}}{4R_0^2},
\end{equation}
where $\beta$ is the coefficient in Eq.~(\ref{eq:phi}) at $R_0$. Hamilton's equations are $\dot\phi=-2\alpha l$ and $\dot l=2\beta\phi$, hence $\ddot\phi=-4\alpha\beta\phi$ and
\begin{equation}
\omega_b^2=4\alpha\beta=\frac{3N^2Z^{2/3}}{4R_0^4}=\frac{\omega_r^2}{4}.
\end{equation}
With the outer electron at rest at $R_0$, the electrons swing about alignment instead of leaving it.

This depends on where the outer electron is. The total $l^2$ coefficient is negative only while $3F/(4Z)>1/(2R^2)$, that is $q^{-3/2}>2Z/3$. For $Z=2$ this means $q<(3/4)^{2/3}=0.825$, or $R<5.7N^2$. For an outer electron kept at a larger distance, alignment is unstable against bending in this model. Away from $R_0$ the outer electron also moves radially, so this is not a stability boundary for the joint motion. The well at $2.7N^2$ is inside the limit.

\textbf{Q.} How well are they aligned in the quantum state?

\textbf{A.} In the harmonic approximation each of the two bending directions has $\beta\langle\phi^2\rangle=\omega_b/4=\frac12\sqrt{\alpha\beta}$. Adding both,
\begin{equation}
\langle\phi^2\rangle_{\rm total}=\sqrt{\frac{\alpha}{\beta}}=\frac{1}{\sqrt3\,NZ^{1/3}} .
\end{equation}
For $Z=2$ and $N=20$ this is $0.023$, a root-mean-square tilt of about $0.15$ rad between the axis of the inner ellipse and the direction of the outer electron. It shrinks as $N^{-1/2}$.

The angle between the electrons themselves is larger on average, because the zero-point motion in $l$ also opens the ellipse. The same approximation gives $\langle l^2\rangle_{\rm total}/N^2=\sqrt3\,Z^{1/3}/N$, or $0.11$ here. At its outer turning point the inner electron lies on the ellipse axis, so there the angle is just the tilt; closer to the nucleus it swings farther away from the axis.

\section{Beyond the average}

\textbf{Q.} A frequency ratio of two to one looks dangerous. Could the radial motion not pump the bending?

\textbf{A.} In the averaged model it does: there the ratio is exactly two, and small bending grows along a radial oscillation, by about 20\% per radial period for an orbit reaching $3.5N^2$. Stability therefore depends on corrections to the average. The full planar classical motion of both electrons was therefore followed for $Z=2$, scaled to $N=1$. Both start at rest, the inner one at its outer turning point, with a misalignment of 0.020 rad and the outer electron 1\% beyond equilibrium. Over 26 bending cycles its distance stayed between 2.568 and 2.635 bohr. The angle between the electrons, taken while the inner one was more than 0.5 bohr from the nucleus, stayed below 0.05 rad.

The measured frequencies are 0.301 (radial) and 0.171 (bending), against 0.299 and 0.149 from the averaged formulas. The bending formula is thus about 12\% low relative to the trajectory. The actual ratio $2\omega_b/\omega_r$ is 1.13, so the resonance is detuned. This run shows confinement for one small displacement over a finite time; it does not prove stability for all times.

The radial well can also be improved by keeping the inner action fixed instead of averaging to first order. The scaled minimum moves from 2.70 to 2.60, and the depth from 0.220 to 0.225. First-order averaging is therefore good to about 4\% in position and 2\% in depth, relative to this classical adiabatic well.

\section{Numbers for $Z=2$}

\textbf{Q.} What does the well look like for a definite level?

\textbf{A.} Take $N=20$, so $a=400/2=200$ bohr and $t=1.260$. The closed forms give
\begin{align}
R_0&=\frac{400}{1-0.630}\simeq1081\ \text{bohr},\\
\text{depth}&=\frac{(0.260)^2(3.260)}{400}\simeq5.5\times10^{-4}\ \text{hartree}.
\end{align}
The quantum two-centre curve has its minimum at 962 bohr, with depth $6.0\times10^{-4}$ hartree, or 16 meV, below the threshold $E_{20}=-0.0050$ hartree.

\textbf{Q.} Why is the quantum well deeper and closer in than the classical one?

\textbf{A.} Mainly because of zero-point bending. A smaller part of the difference comes from the first-order average in the closed forms: with the inner action kept fixed, the classical minimum for $N=20$ already moves from 1081 to 1040 bohr, and its depth grows from $5.5\times10^{-4}$ to $5.6\times10^{-4}$ hartree. The rest is the quantum effect. With the outer electron held fixed there is no outer rotation, so the $l^2$ coefficient is that of Eq.~(\ref{eq:l}) alone. The bending frequency is then
\begin{equation}
\omega_{\rm fix}=2\sqrt{\frac{3F}{4Z}\,\frac{3aF}{4q}}=\frac{3NF}{2Z\sqrt q}.
\end{equation}
Two inverted oscillators in their highest states lower the energy by $2\times\frac12\omega_{\rm fix}$. At scaled distance 2.60, $q=0.615$ and $F=0.307$, so the scaled depth should grow by $0.293/N$. The two-centre depths there are 0.2427, 0.2339 and 0.2294 for $N=15$, 30 and 60. Their excesses over the classical 0.2247 are 0.0180, 0.0092 and 0.0047, compared with predicted values of 0.0196, 0.0098 and 0.0049. The extrapolation to infinite $N$ gives 0.2247, in agreement with the classical well. Since $F/\sqrt q$ grows as $R$ decreases, the same shift pulls the minimum inward.

\textbf{Q.} Does this well hold a level?

\textbf{A.} For $N=20$ it does, in a radial model that uses the fixed-electron curve. The curve has an inner barrier at 537 bohr, whose top lies $1.9\times10^{-4}$ hartree below the threshold. On this curve the barrier, not the threshold, therefore limits the confinement. The barrier comes from off-axis motion of the inner electron: the classical curve for motion on the axis at fixed action lies above the threshold at that distance and is higher still closer in. The barrier height is therefore sensitive to the omitted outer rotation. Its height above the minimum is
\begin{equation}
(5.600-5.191)\times10^{-3}=4.1\times10^{-4}\ \text{hartree},
\end{equation}
about eleven times the first level spacing of $3.7\times10^{-5}$ hartree. With a hard wall at the barrier top, the lowest level lies $2.0\times10^{-5}$ hartree above the minimum. Its mean distance is 1004 bohr and its spread 114 bohr, so the outer electron is localised to about 11\% of its distance.

\textbf{Q.} And for a lower level, such as $N=6$?

\textbf{A.} There the barrier rises only $6.0\times10^{-4}$ hartree above the minimum, while the lowest level of the same model would need $1.12\times10^{-3}$. The model holds no level below the barrier. That does not disprove a resonance: the hard wall raises the level, and the fixed-electron curve omits the outer rotation. In the averaged model, that rotation cuts the $l^2$ coefficient at $R_0$ to a third, and divides the bending zero-point energy by $\sqrt3$. Adding $l^2/(2R^2)$ to the inner Hamiltonian for $N=6$ moves the minimum out to about 75 bohr and raises the inner wall to more than $2\times10^{-3}$ hartree above it; the lowest radial level, at about $8\times10^{-4}$ hartree, then lies below the barrier. Radial and bending motions also have comparable frequencies, so treating the outer electron as fixed while the inner one bends is a rough approximation.

The stretched character survives at $N=6$. At the minimum the inner electron's mean position is 20.0 bohr towards the outer one, against $d=22.5$ bohr for the pure Stark state. An independent diagonalization in a one-centre basis reproduces the energy and finds the state at the top of its axially symmetric manifold.

\textbf{Q.} Should I compare these energies with measured lines?

\textbf{A.} No. The radial level omits the outer rotation and its coupling to bending, and exchange is neglected throughout. The states can also decay. For $N=20$ the model level, $-0.00558$ hartree, lies above the threshold with the inner electron in level 18, $-2/18^2=-0.00617$ hartree. The outer electron can therefore escape if the inner one drops to that level or lower. The well and the joint bending motion show how the configuration can be localised. The trajectory tested this only for displacements much smaller than the quantum spread at $N=20$, and the width of the resonance needs a calculation that includes the open channels. The main computed values are listed in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Nuclear charge Z = 2, main example N = 20
Threshold (inner level alone) = -0.0050000 hartree
Two-centre quantum well, N = 20:
  minimum at R = 961.8 bohr, U = -0.0056002 hartree
  depth below threshold = 0.0006002 hartree
  depth below threshold = 0.01633 eV
  inner barrier at R = 537.2 bohr, U = -0.0051907 hartree
  barrier top minus threshold = -0.0001907 hartree
Radial model, wall at barrier top, N = 20:
  lowest level = -0.0055801 hartree
  spacing to next level = 0.0000371 hartree
  mean R = 1004.4 bohr, spread = 114.3 bohr
Closed-form large-N well evaluated at N = 20:
  R0 = 1081.0 bohr, depth = 0.0005506 hartree
  radial frequency = 3.735e-05 hartree/hbar
  bending frequency = 1.868e-05 hartree/hbar
Small-N case, N = 6:
  minimum at R = 67.56 bohr, barrier at R = 47.63 bohr
  barrier above minimum = 0.0006029 hartree
  wall-model level above minimum = 0.0011222 hartree
  inner energy at minimum = -0.0339935 hartree
  spherical-basis value = -0.0339935 hartree
  inner mean position towards outer = 20.02 bohr
  same for the pure Stark state = 22.50 bohr
Scaled to N = 1 (atomic units):
  closed form: R0 = 2.7024, depth = 0.2202
  classical adiabatic: R = 2.5992, depth = 0.2247
  quantum N=15 at that R/N^2: depth*N^2 = 0.2427
  quantum N=30 at that R/N^2: depth*N^2 = 0.2339
  quantum N=60 at that R/N^2: depth*N^2 = 0.2294
  extrapolated to infinite N: 0.2247
  static-cloud coefficient of phi^2 = -0.1630
  repulsion coefficient of l^2 = -0.1027
  outer rotation coefficient of l^2 = 0.0685
  total coefficient of l^2 = -0.0342
  averaged frequencies: radial 0.2988, bending 0.1494
  classical adiabatic radial frequency = 0.3008
Three-body trajectory, scaled to N = 1:
  starting misalignment = 0.020 rad
  duration = 948 atomic units of time
  bending cycles covered = 26
  outer distance range = 2.568 to 2.635 bohr
  largest angle (inner r > 0.5 bohr) = 0.047 rad
  frequencies: radial 0.3011, bending 0.1707
  twice bending over radial = 1.133
\end{verbatim}
